**Thouless' theorem tested in Fock space**

For a reference determinant Φ and T1 = Σ t_i^a a_a† a_i, the state exp(T1)Φ is the determinant of the orbitals φ_i + Σ_a t_i^a φ_a, where i labels occupied and a virtual spin orbitals. Conversely, a determinant with coefficient blocks C_occ and C_vir and det C_occ ≠ 0 equals det(C_occ) exp(T1)Φ with t = C_vir C_occ⁻¹. The program builds determinants from minors of C and exp(T1)Φ from its power series, and asserts that they agree for three electrons in six spin orbitals with random complex coefficients. It also asserts the commutators, the squared norm det(1 + t†t), the recovery of t from single excitations, and the approach to an orthogonal determinant with growing t. For H2 at 2.0 angstrom in the STO-3G basis, it takes the restricted Hartree-Fock determinant to the unrestricted one with amplitudes 0.789 and −0.789. The energy of exp(T1)Φ, −0.937213 hartree, agrees with the unrestricted self-consistent energy and with a direct minimization over the two amplitudes. The full-CI energy in the same basis is lower by 0.011428 hartree.

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

## Program and output

```python
# Thouless' theorem, tested in Fock space.
# Result under test: with T1 = sum_ai t[a,i] a_a^dagger a_i and a reference
# determinant Phi of N occupied spin orbitals,
#   exp(T1) Phi = determinant of the orbitals phi_i + sum_a t[a,i] phi_a,
# and every determinant Psi with orbital coefficients C = (C_occ; C_vir) and
# det(C_occ) != 0 equals det(C_occ) exp(T1) Phi with t = C_vir C_occ^-1.
# Determinants are built from minors of C, exp(T1) from its power series.
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm
from scipy.optimize import minimize
from pyscf import gto, scf


def creation_operators(m):
    """Jordan-Wigner matrices of the m creation operators."""
    sign, unit = np.diag([1.0, -1.0]), np.eye(2)
    raise_one = np.array([[0.0, 0.0], [1.0, 0.0]])
    ops = []
    for p in range(m):
        mat = np.eye(1)
        for q in range(m):
            mat = np.kron(mat, sign if q < p else raise_one if q == p else unit)
        ops.append(mat)
    return ops


def occupation_state(create, orbitals):
    """Creation operators in the listed order acting on the vacuum."""
    state = np.zeros(create[0].shape[0])
    state[0] = 1.0
    for p in reversed(orbitals):
        state = create[p] @ state
    return state


def determinant_state(create, C):
    """Slater determinant of the columns of C, expanded in minors of C."""
    m, n = C.shape
    return sum(np.linalg.det(C[list(rows), :]) * occupation_state(create, rows)
               for rows in combinations(range(m), n))


def singles_operator(create, t):
    nvir, nocc = t.shape
    return sum(t[a, i] * create[nocc + a] @ create[i].T
               for a in range(nvir) for i in range(nocc))


def exp_on_state(T, state):
    """Power series of exp(T); it terminates because T only excites."""
    total, term = state.astype(complex), state.astype(complex)
    for k in range(1, 10):
        term = T @ term / k
        total = total + term
    return total


# ---------- general case: 3 electrons in 6 spin orbitals ----------
rng = np.random.default_rng(7)
M, N = 6, 3
cr = creation_operators(M)
phi = occupation_state(cr, range(N))


def random_complex(rows, cols):
    return rng.normal(size=(rows, cols)) + 1j * rng.normal(size=(rows, cols))


t = random_complex(M - N, N)
T1 = singles_operator(cr, t)
for i in range(N):
    shift = sum(t[a, i] * cr[N + a] for a in range(M - N))
    comm = T1 @ cr[i] - cr[i] @ T1
    assert np.allclose(comm, shift, atol=1e-12)
    assert np.allclose(T1 @ comm - comm @ T1, 0, atol=1e-11)
    assert np.allclose(expm(T1) @ cr[i] @ expm(-T1), cr[i] + shift, atol=1e-8)
for a in range(N, M):
    assert np.allclose(T1 @ cr[a] - cr[a] @ T1, 0, atol=1e-12)

psi = exp_on_state(T1, phi)
target = determinant_state(cr, np.vstack([np.eye(N), t]))
error_forward = np.max(np.abs(psi - target))
assert error_forward < 1e-11
assert abs(np.vdot(phi, psi) - 1) < 1e-12
norm2 = np.vdot(psi, psi).real
norm2_formula = np.linalg.det(np.eye(N) + t.conj().T @ t).real
assert abs(norm2 / norm2_formula - 1) < 1e-11
double = cr[N] @ cr[0].T @ cr[N + 1] @ cr[1].T @ phi
assert abs(np.vdot(double, psi) - (t[0, 0] * t[1, 1] - t[1, 0] * t[0, 1])) < 1e-11

# converse: an arbitrary determinant with nonzero overlap
C = random_complex(M, N)
psi_any = determinant_state(cr, C)
overlap_any = np.vdot(phi, psi_any)
t_any = C[N:] @ np.linalg.inv(C[:N])
rebuilt = np.linalg.det(C[:N]) * exp_on_state(singles_operator(cr, t_any), phi)
error_converse = np.max(np.abs(rebuilt - psi_any))
assert abs(overlap_any) > 1e-3 and error_converse < 1e-10
for a in range(M - N):
    for i in range(N):
        single = cr[N + a] @ cr[i].T @ phi
        assert abs(np.vdot(single, psi_any) / overlap_any - t_any[a, i]) < 1e-10
unit_overlap2 = abs(overlap_any) ** 2 / np.vdot(psi_any, psi_any).real
assert abs(np.linalg.det(np.eye(N) + t_any.conj().T @ t_any).real
           * unit_overlap2 - 1) < 1e-10

# orthogonal determinant: reached only as a limit with diverging amplitudes
C0 = random_complex(M, N)
C0[:N, 2] = C0[:N, 0] + C0[:N, 1]
psi_orth = determinant_state(cr, C0)
psi_orth = psi_orth / np.linalg.norm(psi_orth)
assert abs(np.vdot(phi, psi_orth)) < 1e-12
limit_rows = []
for eps in (1e-2, 1e-3, 1e-4):
    t_eps = C0[N:] @ np.linalg.inv(C0[:N] + eps * np.eye(N))
    near = exp_on_state(singles_operator(cr, t_eps), phi)
    near = near / np.linalg.norm(near)
    limit_rows.append((eps, np.linalg.norm(t_eps),
                       1 - abs(np.vdot(psi_orth, near)) ** 2))
assert limit_rows[0][1] < limit_rows[1][1] < limit_rows[2][1]
assert limit_rows[0][2] > limit_rows[1][2] > limit_rows[2][2]
assert limit_rows[2][2] < 1e-5

# ---------- H2: from the restricted to the unrestricted determinant ----------
distance = 2.0
mol = gto.M(atom=f"H 0 0 0; H 0 0 {distance}", basis="sto-3g",
            unit="Angstrom", verbose=0)
rhf = scf.RHF(mol)
rhf.conv_tol = 1e-12
rhf.kernel()
uhf = scf.UHF(mol)
uhf.conv_tol, uhf.conv_tol_grad, uhf.max_cycle = 1e-13, 1e-8, 200
uhf.kernel(dm0=np.array([np.diag([1.0, 0.0]), np.diag([0.0, 1.0])]))
assert rhf.converged and uhf.converged
S = mol.intor("int1e_ovlp")
mo = rhf.mo_coeff * np.sign(rhf.mo_coeff[0])   # g and u positive on atom 1

# spin-orbital order: g alpha, g beta, u alpha, u beta
C_uhf = np.zeros((4, 2))
for spin in (0, 1):
    column = mo.T @ S @ uhf.mo_coeff[spin][:, 0]
    C_uhf[spin::2, spin] = column * np.sign(column[0])
t_h2 = C_uhf[2:] @ np.linalg.inv(C_uhf[:2])
t_alpha, t_beta = t_h2[0, 0], t_h2[1, 1]

c4 = creation_operators(4)
ref = occupation_state(c4, [0, 1])
h = mo.T @ rhf.get_hcore() @ mo
eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"), mo, mo, mo, mo)
H = mol.energy_nuc() * np.eye(16)
for p in range(2):
    for q in range(2):
        for s in range(2):
            H = H + h[p, q] * c4[2 * p + s] @ c4[2 * q + s].T
        for r in range(2):
            for v in range(2):
                for s in range(2):
                    for w in range(2):
                        H = H + 0.5 * eri[p, q, r, v] * (
                            c4[2 * p + s] @ c4[2 * r + w]
                            @ c4[2 * v + w].T @ c4[2 * q + s].T)


def thouless_state(ta, tb):
    return exp_on_state(singles_operator(c4, np.diag([ta, tb])), ref).real


def energy(state):
    return state @ H @ state / (state @ state)


psi_h2 = thouless_state(t_alpha, t_beta)
e_thouless = energy(psi_h2)
coefs = [occupation_state(c4, occ) @ psi_h2
         for occ in ([0, 1], [2, 1], [0, 3], [2, 3])]
assert np.allclose(coefs, [1, t_alpha, t_beta, t_alpha * t_beta], atol=1e-12)
assert np.allclose(determinant_state(c4, C_uhf),
                   np.linalg.det(C_uhf[:2]) * psi_h2, atol=1e-10)
assert abs(energy(ref) - rhf.e_tot) < 1e-9
assert abs(e_thouless - uhf.e_tot) < 1e-9
assert uhf.e_tot < rhf.e_tot - 1e-3
assert abs(t_alpha + t_beta) < 1e-5
best = minimize(lambda x: energy(thouless_state(*x)), [0.4, -0.3])
assert abs(best.fun - uhf.e_tot) < 1e-7
s2_uhf = uhf.spin_square()[0]
s2_formula = 4 * t_alpha**2 / (1 + t_alpha**2) ** 2
assert abs(s2_uhf - s2_formula) < 1e-5
number = np.diag(sum(c @ c.T for c in c4))
two = np.where(np.isclose(number, 2))[0]
e_fci = np.linalg.eigvalsh(H[np.ix_(two, two)])[0]
assert e_fci < uhf.e_tot

# the doubly excited determinant is orthogonal to the reference
doubly = occupation_state(c4, [2, 3])
assert abs(doubly @ ref) < 1e-14
approach = []
for size in (1.0, 10.0, 100.0):
    state = thouless_state(size, size)
    state = state / np.linalg.norm(state)
    approach.append((size, ref @ state, doubly @ state))
    assert abs(ref @ state - 1 / (1 + size**2)) < 1e-12
    assert abs(doubly @ state - size**2 / (1 + size**2)) < 1e-12

hartree_ev = physical_constants["Hartree energy in eV"][0]
print(f"General test: electrons {N}, spin orbitals {M}")
print(f"largest error, exp(T1)Phi against determinant: {error_forward:.1e}")
print(f"squared norm from state: {norm2:.6f}")
print(f"squared norm from det(1+t^dagger t): {norm2_formula:.6f}")
print(f"largest error, arbitrary determinant rebuilt: {error_converse:.1e}")
print("Orthogonal target: epsilon, norm of t, 1 - squared overlap")
for eps, size, miss in limit_rows:
    print(f"  {eps:.0e}  {size:.4e}  {miss:.3e}")
print(f"H2, STO-3G, distance: {distance:.1f} angstrom")
print(f"UHF alpha orbital, g coefficient: {C_uhf[0, 0]:.6f}")
print(f"UHF alpha orbital, u coefficient: {C_uhf[2, 0]:.6f}")
print(f"UHF beta orbital, g coefficient: {C_uhf[1, 1]:.6f}")
print(f"UHF beta orbital, u coefficient: {C_uhf[3, 1]:.6f}")
print(f"t_alpha: {t_alpha:.6f}")
print(f"t_beta: {t_beta:.6f}")
print(f"overlap <RHF|UHF> = det C_occ: {np.linalg.det(C_uhf[:2]):.6f}")
for label, value in zip(("g-alpha g-beta", "u-alpha g-beta",
                         "g-alpha u-beta", "u-alpha u-beta"), coefs):
    print(f"coefficient of |{label}> in exp(T1)Phi: {value:.6f}")
print(f"squared norm of exp(T1)Phi: {psi_h2 @ psi_h2:.6f}")
print(f"RHF energy: {rhf.e_tot:.6f} hartree")
print(f"UHF energy from the SCF: {uhf.e_tot:.6f} hartree")
print(f"energy of exp(T1)Phi: {e_thouless:.6f} hartree")
print(f"energy minimized over t_alpha, t_beta: {best.fun:.6f} hartree")
print(f"full-CI energy, same basis: {e_fci:.6f} hartree")
print(f"RHF minus UHF energy: {rhf.e_tot - uhf.e_tot:.6f} hartree")
print(f"RHF minus UHF energy: {(rhf.e_tot - uhf.e_tot) * hartree_ev:.3f} eV")
print(f"UHF minus full-CI energy: {uhf.e_tot - e_fci:.6f} hartree")
print(f"<S^2> from the UHF program: {s2_uhf:.6f} hbar^2")
print(f"<S^2> from t_alpha: {s2_formula:.6f} hbar^2")
print("t_alpha = t_beta, normalized overlap with reference, with |uu>")
for size, with_ref, with_doubly in approach:
    print(f"  {size:.0f}  {with_ref:.6f}  {with_doubly:.6f}")
print("success")
```

Running it gives:

```
General test: electrons 3, spin orbitals 6
largest error, exp(T1)Phi against determinant: 4.7e-16
squared norm from state: 29.307785
squared norm from det(1+t^dagger t): 29.307785
largest error, arbitrary determinant rebuilt: 9.6e-15
Orthogonal target: epsilon, norm of t, 1 - squared overlap
  1e-02  4.4722e+02  3.694e-05
  1e-03  4.4817e+03  3.688e-07
  1e-04  4.4827e+04  3.687e-09
H2, STO-3G, distance: 2.0 angstrom
UHF alpha orbital, g coefficient: 0.785072
UHF alpha orbital, u coefficient: 0.619405
UHF beta orbital, g coefficient: 0.785072
UHF beta orbital, u coefficient: -0.619405
t_alpha: 0.788979
t_beta: -0.788979
overlap <RHF|UHF> = det C_occ: 0.616337
coefficient of |g-alpha g-beta> in exp(T1)Phi: 1.000000
coefficient of |u-alpha g-beta> in exp(T1)Phi: 0.788979
coefficient of |g-alpha u-beta> in exp(T1)Phi: -0.788979
coefficient of |u-alpha u-beta> in exp(T1)Phi: -0.622488
squared norm of exp(T1)Phi: 2.632467
RHF energy: -0.783793 hartree
UHF energy from the SCF: -0.937213 hartree
energy of exp(T1)Phi: -0.937213 hartree
energy minimized over t_alpha, t_beta: -0.937213 hartree
full-CI energy, same basis: -0.948641 hartree
RHF minus UHF energy: 0.153420 hartree
RHF minus UHF energy: 4.175 eV
UHF minus full-CI energy: 0.011428 hartree
<S^2> from the UHF program: 0.945862 hbar^2
<S^2> from t_alpha: 0.945862 hbar^2
t_alpha = t_beta, normalized overlap with reference, with |uu>
  1  0.500000  0.500000
  10  0.009901  0.990099
  100  0.000100  0.999900
success
```
